# Why Exchange and Correlation Errors Partly Cancel in the Local Density Approximation: a program that tests the result

```python
"""Why LDA exchange and correlation errors partly cancel.

Result under test: E_xc depends only on the spherical, system-averaged hole;
the slow tail of the uniform-gas exchange hole is removed by correlation, so
the leading long-range LDA errors of a compact finite system cancel.
Hartree atomic units. n: density; u: electron separation; k: wave vector;
kf: local Fermi wave vector; mu: range parameter in erf(mu*u)/u;
S: static structure factor; hole densities are negative for missing charge.
Exact reference: two electrons in a harmonic trap with omega = 1/2.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import erf, spherical_jn
from pyscf import gto, scf, cc, dft

pi = np.pi
N = 2
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Exact wavefunction: apply the six-dimensional Hamiltonian directly.
xyz = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
r12 = sp.sqrt(sum((xyz[i] - xyz[i + 3])**2 for i in range(3)))
square = sum(x**2 for x in xyz)
psi = (1 + r12 / 2) * sp.exp(-square / 4)
local_energy = (-sum(sp.diff(psi, x, 2) for x in xyz) / 2 / psi
                + square / 8 + 1 / r12)
points = [(0.3, -0.2, 0.7, -0.5, 0.9, 0.1), (1.1, 0.4, -0.6, 0.2, -1.3, 0.8)]
energies = [float(local_energy.subs(dict(zip(xyz, p))).evalf())
            for p in points]
assert np.allclose(energies, 2.0, atol=1e-10)
total_energy = energies[0]

# Closed density and grids for electron position, separation and angle.
norm = 1 / (pi**1.5 * 4 * pi * (5 * np.sqrt(pi) + 8))


def density(r):
    bracket = (1 + (r * r + 3) / 4 + np.sqrt(2 / pi) * np.exp(-r * r / 2)
               + (r + 1 / r) * erf(r / np.sqrt(2)))
    return 2 * norm * (2 * pi)**1.5 * np.exp(-r * r / 2) * bracket


R = 4.0
r, wr = gauss(0, 8, 60)
u_in, wu_in = gauss(0, R, 120)
u_out, wu_out = gauss(R, 44, 200)
u, wu = np.r_[u_in, u_out], np.r_[wu_in, wu_out]
inside = u < R
c, wc = gauss(-1, 1, 40)
n = density(r)
volume = 4 * pi * r**2 * wr
weight = volume * n / N
assert abs(weight.sum() - 1) < 1e-8

dist2 = (r[:, None, None]**2 + u[None, :, None]**2
         + 2 * r[:, None, None] * u[None, :, None] * c)
dist2 = np.maximum(dist2, 1e-12)
pair = (norm * (1 + u[None, :, None] / 2)**2
        * np.exp(-(r[:, None, None]**2 + dist2) / 2)) @ (wc / 2)
assert np.allclose(2 * pair @ (4 * pi * u**2 * wu), n, atol=1e-8)
intracule = volume @ pair
closed_intracule = ((1 + u / 2)**2 * np.exp(-u**2 / 4)
                    / (4 * pi * (5 * np.sqrt(pi) + 8)))
assert np.allclose(intracule, closed_intracule, atol=1e-8)

exact_x_3d = -density(np.sqrt(dist2)) / 2
exact_x_sph = exact_x_3d @ (wc / 2)
exact_x = weight @ exact_x_sph
exact_c = intracule + exact_x
kf = (3 * pi**2 * n)**(1 / 3)
arg = kf[:, None] * u
lda_x_sph = -n[:, None] / 2 * 9 * (spherical_jn(1, arg) / arg)**2
lda_x = weight @ lda_x_sph
shell = 4 * pi * u**2 * wu
assert abs(shell @ exact_x + 1) < 1e-7
assert abs(shell @ exact_c) < 1e-7


def hole_energy(hole, mu=None):
    kernel = 1 if mu is None else erf(mu * u)
    return N * np.sum(wu * 2 * pi * u * hole * kernel)


# The spherical-hole energy must agree with a Fourier Hartree calculation.
k, wk = gauss(0, 12, 200)
density_k = np.sinc(k[:, None] * r / pi) @ (volume * n)
ex = hole_energy(exact_x)
assert abs(ex + np.sum(wk * density_k**2) / (2 * pi)) < 1e-7
wc_exact = hole_energy(exact_c)
vext = np.sum(volume * n * r**2 / 8)
vee = np.sum(4 * pi * u * wu * intracule)
kinetic = total_energy - vext - vee
assert abs(2 * kinetic - 2 * vext + vee) < 1e-7
step = 1e-20
dn = density(r + 1j * step).imag / step
ts = np.sum(volume * dn**2 / (8 * n))
tc = kinetic - ts
ec = tc + wc_exact
assert tc > 0 and ec < 0


def xc_eval(code, dens):
    result = dft.libxc.eval_xc(code, dens, spin=0, deriv=1)
    return np.ravel(result[0]), np.ravel(result[1][0])


eps_x, _ = xc_eval("lda,", n)
eps_c, pot_c = xc_eval(",lda_c_pw", n)
ex_lda = np.sum(volume * n * eps_x)
ec_lda = np.sum(volume * n * eps_c)
wc_lda = np.sum(volume * n * (5 * eps_c - 3 * pot_c))
# Tolerance covers the omitted inverse-square energy tail beyond 44 bohr.
assert abs(hole_energy(lda_x) - ex_lda) < 1e-3


def scaled_correlation(lam):
    return lam**2 * np.sum(volume * n * xc_eval(",lda_c_pw", n / lam**3)[0])


h = 1e-3
derivative = (scaled_correlation(1 + h) - scaled_correlation(1 - h)) / (2 * h)
assert abs(derivative - wc_lda) < 2e-5

# Absolute energy-weighted hole error before and after each average.
radial = wu * 2 * pi * u
difference = np.abs(exact_x_3d - lda_x_sph[:, :, None]) @ (wc / 2)
error_full = N * weight @ difference @ radial
error_sph = N * weight @ np.abs(exact_x_sph - lda_x_sph) @ radial
error_sys = N * np.abs(exact_x - lda_x) @ radial

# Uniform gas: imaginary-frequency response and exchange structure factor.
theta, wt = gauss(0, pi / 2, 80)


def gas_structure(k, dens, coupling=1.0, local_field=0.0):
    kk = np.asarray(k)[:, None, None]
    nn = np.asarray(dens)[None, :, None]
    fermi = (3 * pi**2 * nn)**(1 / 3)
    z = kk / (2 * fermi)
    scale = np.sqrt(4 * pi * nn + (kk * fermi)**2 + kk**4 / 4)
    nu = scale * np.tan(theta) / (kk * fermi)
    logarithm = np.log1p(4 * z / (nu**2 + (z - 1)**2))
    chi0 = -fermi / (2 * pi**2) * (
        1 + (nu**2 + 1 - z**2) / (4 * z) * logarithm
        - nu * (np.arctan((1 + z) / nu) + np.arctan((1 - z) / nu)))
    field = local_field * kk**2 / (2 * (kk**2 + fermi**2))
    interaction = coupling * 4 * pi / kk**2 * (1 - field)
    chi = chi0 / (1 - interaction * chi0)
    integral = np.sum(scale * wt / np.cos(theta)**2 * chi, axis=-1)
    return -integral / (pi * nn[:, :, 0])


def exchange_structure(k, dens):
    q = np.asarray(k)[:, None] / (3 * pi**2 * np.asarray(dens))**(1 / 3)
    return np.where(q < 2, 0.75 * q - q**3 / 16, 1.0)


rs = 2.0
gas_n = np.array([3 / (4 * pi * rs**3)])
gas_kf = float((3 * pi**2 * gas_n[0])**(1 / 3))
gas_wp = float(np.sqrt(4 * pi * gas_n[0]))
test_k = gas_kf * np.array([0.3, 1.0, 1.7, 2.5])
assert np.allclose(gas_structure(test_k, gas_n, coupling=0),
                   exchange_structure(test_k, gas_n), atol=2e-4)
small_k = 0.02
s_small = gas_structure([small_k], gas_n)[0, 0]
plasmon_ratio = s_small / (small_k**2 / (2 * gas_wp))
assert abs(plasmon_ratio - 1) < 0.01

# Gas exchange hole directly from occupied plane waves.
p, wp = gauss(0, gas_kf, 120)


def gas_exchange_hole(separation):
    rho1 = np.sinc(separation[:, None] * p / pi) @ (wp * p**2) / pi**2
    return -rho1**2 / (2 * gas_n[0])


ug, wg = gauss(0, 150, 600)
real_side = np.sum(wg * 2 * pi * ug * gas_exchange_hole(ug) * erf(ug / 2))
kg, wkg = gauss(0, 2 * gas_kf, 80)
fourier_side = np.sum(wkg * (exchange_structure(kg, gas_n)[:, 0] - 1)
                      * np.exp(-kg**2)) / pi
assert abs(real_side - fourier_side) < 1e-4
period = np.linspace(100, 100 + pi / gas_kf, 200, endpoint=False)
tail = np.mean(gas_exchange_hole(period) * period**4)
tail_formula = -3 / (4 * pi**2 * gas_kf)
assert abs(tail / tail_formula - 1) < 0.01

# Hole charge beyond R; the Fourier window is checked on exchange.
sx = exchange_structure(k, n)
sc_rpa = (gas_structure(k, n) - sx) @ weight
sc_hub = (gas_structure(k, n, local_field=1) - sx) @ weight
window = 2 / pi * wk * (np.sin(k * R) - k * R * np.cos(k * R)) / k
x_inside = shell[inside] @ lda_x[inside]
assert abs(window @ (sx @ weight - 1) - x_inside) < 3e-3
qx_exact = shell[~inside] @ exact_x[~inside]
qc_exact = shell[~inside] @ exact_c[~inside]
qx_lda = -1 - x_inside
qc_rpa = -window @ sc_rpa
qc_hub = -window @ sc_hub
assert qx_lda < qx_exact
assert abs(qx_lda + qc_rpa - qx_exact - qc_exact) < abs(qx_lda - qx_exact)


def range_errors(mu):
    q, wq = gauss(0, 14 * mu, 60)
    damp = N / pi * wq * np.exp(-q**2 / (4 * mu**2))
    s_exchange = exchange_structure(q, n)
    x = damp @ (s_exchange @ weight - 1) - hole_energy(exact_x, mu)
    reference = hole_energy(exact_c, mu)
    rpa = damp @ ((gas_structure(q, n) - s_exchange) @ weight) - reference
    hub = damp @ ((gas_structure(q, n, local_field=1) - s_exchange)
                  @ weight) - reference
    return x, rpa, hub


inverse_kf = np.sum(weight / kf)
coefficient = 3 * N * inverse_kf / (2 * pi)
mu_small = 0.005
x_small, c_small, _ = range_errors(mu_small)
ratio_x = x_small / (coefficient * mu_small**2)
ratio_c = c_small / (coefficient * mu_small**2)
assert abs(ratio_x - 1) < 0.03
assert abs(ratio_c + 1) < 0.03
assert abs(x_small + c_small) < 0.02 * abs(x_small)
range_table = {mu: range_errors(mu) for mu in (0.1, 0.2, 0.4)}
assert abs(sum(range_table[0.1][:2])) < 0.5 * abs(range_table[0.1][0])

error_x = ex_lda - ex
error_c = ec_lda - ec
error_w = wc_lda - wc_exact
assert error_x > 0 > error_c and error_w < 0
assert abs(error_x + error_c) < error_x

# Two-site model: explicit two-electron diagonalization at fixed density.
hop, repulsion = 1.0, 20.0
one_body = np.array([[0, -hop], [-hop, 0]])
kinetic_matrix = np.kron(one_body, np.eye(2)) + np.kron(np.eye(2), one_body)
double = np.diag([1.0, 0.0, 0.0, 1.0])


def dimer(lam):
    value, vector = np.linalg.eigh(kinetic_matrix + lam * repulsion * double)
    return value[0], vector[:, 0]


lam, wl = gauss(0, 1, 40)
coupling_integral = 0.0
for x, w in zip(lam, wl):
    state = dimer(x)[1]
    assert abs(2 * state[0]**2 + state[1]**2 + state[2]**2 - 1) < 1e-10
    coupling_integral += w * repulsion * (state @ double @ state)
assert abs(coupling_integral - dimer(1)[0] + dimer(0)[0]) < 1e-8
ground, free = dimer(1)[1], dimer(0)[1]
remote_xc = ground[1]**2 + ground[2]**2 - 1
remote_x = free[1]**2 + free[2]**2 - 1
remote_c = remote_xc - remote_x
assert remote_x < 0 < remote_c and abs(remote_xc) < 0.1 * abs(remote_x)

# Real atoms: LDA on Hartree-Fock densities against wavefunction references.
atoms = {}
for symbol in ("He", "Ne"):
    mol = gto.M(atom=f"{symbol} 0 0 0", basis="cc-pvqz", verbose=0)
    mf = scf.RHF(mol).run(conv_tol=1e-10)
    dm = mf.make_rdm1()
    x_ref = -np.einsum("ij,ji", mf.get_k(mol, dm), dm) / 4
    solver = cc.CCSD(mf).run()
    c_ref = solver.e_corr
    if mol.nelectron > 2:
        c_ref += solver.ccsd_t()
    grid = dft.gen_grid.Grids(mol)
    grid.build()
    ni = dft.numint.NumInt()
    x_lda = ni.nr_rks(mol, grid, "lda,", dm)[1]
    c_lda = ni.nr_rks(mol, grid, ",lda_c_pw", dm)[1]
    atoms[symbol] = (x_ref, x_lda, c_ref, c_lda)
    assert x_lda > x_ref and c_lda < c_ref
    assert abs(x_lda + c_lda - x_ref - c_ref) < x_lda - x_ref

show("Trap: exact total energy", total_energy, "hartree")
show("Trap: central density", density(1e-5), "bohr^-3")
show("Trap: exact exchange", ex, "hartree")
show("Trap: LDA exchange", ex_lda, "hartree")
show("Trap: exact correlation, coupling-averaged", ec, "hartree")
show("Trap: LDA correlation, coupling-averaged", ec_lda, "hartree")
show("Trap: exact correlation, full coupling", wc_exact, "hartree")
show("Trap: LDA correlation, full coupling", wc_lda, "hartree")
show("Trap: kinetic correlation", tc, "hartree")
show("Error: exchange", error_x, "hartree")
show("Error: correlation, coupling-averaged", error_c, "hartree")
show("Error: xc, coupling-averaged", error_x + error_c, "hartree")
show("Error: xc, coupling-averaged", (error_x + error_c) * HARTREE_EV, "eV", 3)
show("Error: correlation, full coupling", error_w, "hartree")
show("Error: xc, full coupling", error_x + error_w, "hartree")
r0, u0 = 2.0, 1.0
n0 = density(r0)
x0 = (3 * pi**2 * n0)**(1 / 3) * u0
ring = density(np.sqrt(r0**2 + u0**2 + 2 * r0 * u0 * c))
print(f"Exchange hole: electron at r = {r0:.1f}, u = {u0:.1f} bohr")
show("  exact, towards centre", -density(r0 - u0) / 2, "bohr^-3", 5)
show("  exact, away from centre", -density(r0 + u0) / 2, "bohr^-3", 5)
show("  exact, spherical average", -ring @ wc / 4, "bohr^-3", 5)
show("  LDA", -4.5 * n0 * (spherical_jn(1, x0) / x0)**2, "bohr^-3", 5)
show("Absolute x-hole error, no average", error_full, "hartree", 3)
show("Absolute x-hole error, spherical average", error_sph, "hartree", 3)
show("Absolute x-hole error, system average", error_sys, "hartree", 3)
print(f"Hole charge beyond {R:.1f} bohr, full coupling (electrons)")
print(f"  exact: x {qx_exact:.3f}, c {qc_exact:.3f}, "
      f"xc {qx_exact + qc_exact:.3f}")
print(f"  LDA/RPA: x {qx_lda:.3f}, c {qc_rpa:.3f}, xc {qx_lda + qc_rpa:.3f}")
print(f"  LDA/Hubbard: c {qc_hub:.3f}, xc {qx_lda + qc_hub:.3f}")
show("Gas example: rs", rs, "bohr", 1)
show("Gas: averaged x-hole tail times u^4", tail, "bohr", 5)
show("Gas: predicted tail times u^4", tail_formula, "bohr", 5)
show("Gas: RPA S / plasmon limit at k = 0.02 bohr^-1", plasmon_ratio)
show("Trap: average 1/kf", inverse_kf, "bohr")
show("Long-range error coefficient of mu^2", coefficient, "hartree bohr^2")
print(f"Error / (coefficient*mu^2) at mu = {mu_small:.3f} bohr^-1: "
      f"x {ratio_x:.4f}, c {ratio_c:.4f}")
print("Long-range errors, full coupling (hartree; mu in bohr^-1)")
for mu, (x, rpa, hub) in range_table.items():
    print(f"  mu {mu:.1f}: x {x:.5f}, c RPA {rpa:.5f}, xc RPA {x + rpa:.5f}")
    print(f"    c Hubbard {hub:.5f}, xc Hubbard {x + hub:.5f}")
show("Two-site model: U/t", repulsion / hop, digits=1)
print(f"Remote-site hole charge (electrons): x {remote_x:.4f}, "
      f"c {remote_c:.4f}, xc {remote_xc:.4f}")
for symbol, (xr, xl, cr, cl) in atoms.items():
    print(f"{symbol}, cc-pVQZ (hartree): reference x {xr:.4f}, c {cr:.4f}")
    print(f"  LDA x {xl:.4f}, c {cl:.4f}")
    print(f"  errors x {xl - xr:.4f}, c {cl - cr:.4f}, "
          f"xc {xl + cl - xr - cr:.4f}")
    show("  fraction of x error cancelled", -(cl - cr) / (xl - xr), digits=3)
print("all tests passed")
```

Printed output:

```
Trap: exact total energy: 2.0000 hartree
Trap: central density: 0.0893 bohr^-3
Trap: exact exchange: -0.5151 hartree
Trap: LDA exchange: -0.4410 hartree
Trap: exact correlation, coupling-averaged: -0.0385 hartree
Trap: LDA correlation, coupling-averaged: -0.0862 hartree
Trap: exact correlation, full coupling: -0.0677 hartree
Trap: LDA correlation, full coupling: -0.1330 hartree
Trap: kinetic correlation: 0.0292 hartree
Error: exchange: 0.0741 hartree
Error: correlation, coupling-averaged: -0.0477 hartree
Error: xc, coupling-averaged: 0.0265 hartree
Error: xc, coupling-averaged: 0.720 eV
Error: correlation, full coupling: -0.0653 hartree
Error: xc, full coupling: 0.0088 hartree
Exchange hole: electron at r = 2.0, u = 1.0 bohr
  exact, towards centre: -0.03116 bohr^-3
  exact, away from centre: -0.00109 bohr^-3
  exact, spherical average: -0.00935 bohr^-3
  LDA: -0.00826 bohr^-3
Absolute x-hole error, no average: 0.432 hartree
Absolute x-hole error, spherical average: 0.131 hartree
Absolute x-hole error, system average: 0.125 hartree
Hole charge beyond 4.0 bohr, full coupling (electrons)
  exact: x -0.078, c 0.024, xc -0.054
  LDA/RPA: x -0.320, c 0.226, xc -0.094
  LDA/Hubbard: c 0.218, xc -0.102
Gas example: rs: 2.0 bohr
Gas: averaged x-hole tail times u^4: -0.07921 bohr
Gas: predicted tail times u^4: -0.07919 bohr
Gas: RPA S / plasmon limit at k = 0.02 bohr^-1: 0.9997
Trap: average 1/kf: 1.2749 bohr
Long-range error coefficient of mu^2: 1.2174 hartree bohr^2
Error / (coefficient*mu^2) at mu = 0.005 bohr^-1: x 0.9889, c -0.9867
Long-range errors, full coupling (hartree; mu in bohr^-1)
  mu 0.1: x 0.00935, c RPA -0.00900, xc RPA 0.00036
    c Hubbard -0.00891, xc Hubbard 0.00045
  mu 0.2: x 0.02718, c RPA -0.02598, xc RPA 0.00121
    c Hubbard -0.02511, xc Hubbard 0.00207
  mu 0.4: x 0.05490, c RPA -0.05628, xc RPA -0.00138
    c Hubbard -0.05117, xc Hubbard 0.00373
Two-site model: U/t: 20.0
Remote-site hole charge (electrons): x -0.5000, c 0.4903, xc -0.0097
He, cc-pVQZ (hartree): reference x -1.0258, c -0.0409
  LDA x -0.8841, c -0.1125
  errors x 0.1417, c -0.0716, xc 0.0702
  fraction of x error cancelled: 0.505
Ne, cc-pVQZ (hartree): reference x -12.1100, c -0.3333
  LDA x -11.0345, c -0.7429
  errors x 1.0756, c -0.4096, xc 0.6659
  fraction of x error cancelled: 0.381
all tests passed
```
